# Corner closing of minority domains in a triangular moire ferroelectric

**Q:** You claim that a normal electric field can sharpen the corners of a triangular moire domain until their angle is zero. Why should a corner change at all, if its node cannot move?

**A:** The node fixes where the walls end, not the direction in which they leave it. Take a slightly twisted bilayer with equilateral domains of side $L$. Their out-of-plane dipole per area is $+p$ or $-p$, with $p>0$. The nodes at the corners stay fixed, and each wall costs an energy $g$ per length that does not depend on its direction.

Let the field $E>0$ favour $+p$. The energy per area is then $-pE$ in a favoured, or majority, domain and $+pE$ in a minority domain. The field energy falls when a wall moves into the minority side, while the wall's tension resists the added length. The wall bows, so its direction at the node changes.

**Q:** Which field is $E$? The field inside a bilayer differs from that in the insulator next to it.

**A:** I define $E=D/\epsilon_0$, where $D$ is the normal displacement field, held uniform. A dipole sheet produces a potential step $p/\epsilon_0$. Charge per area $D$ on the gates, carried across that step, gives a coupling energy per area of magnitude $D(p/\epsilon_0)=pE$. Here $p$ is the dipole density that sets the actual potential step, with the bilayer's own electronic screening included.

The field also induces a dipole. The two stackings are mirror images, so they have the same polarizability and the same induced energy, proportional to $E^2$. That energy cancels from the difference between domains.

**Q:** Then write the energy. I want to see whether the driving pressure is $pE$ or $2pE$.

**A:** One moire cell contains one majority triangle, one minority triangle and three walls. With total wall length $\ell_w$,

$$U=-pE(A_{\rm maj}-A_{\rm min})+g\ell_w .$$

The cell area $A_{\rm cell}=A_{\rm maj}+A_{\rm min}$ is fixed by the nodes. Substituting $A_{\rm maj}=A_{\rm cell}-A_{\rm min}$ gives

$$U=-pEA_{\rm cell}+2pEA_{\rm min}+g\ell_w .$$

The pressure is $2pE$, because area that changes sides goes from energy $+pE$ to $-pE$.

Put one wall between $(0,0)$ and $(L,0)$, and let $y(x)$ be its displacement into the minority triangle. The wall removes an area $\int_0^L y\,dx$ from that triangle. Apart from a constant, its energy is

$$U[y]=\int_0^L\left[g\sqrt{1+y'^2}-2pE\,y\right]dx,\qquad y(0)=y(L)=0 .$$

**Q:** A circular arc is the obvious guess. Can you get the end angle without guessing?

**A:** Yes. The Euler–Lagrange equation sets the $x$-derivative of $\partial/\partial y'$ of the integrand equal to its $\partial/\partial y$:

$$\frac{d}{dx}\left(\frac{g y'}{\sqrt{1+y'^2}}\right)=-2pE .$$

Let $\theta$ be the angle between wall and chord, so $y'=\tan\theta$ and $y'/\sqrt{1+y'^2}=\sin\theta$. The equation becomes $d(g\sin\theta)/dx=-2pE$. By symmetry $\theta=0$ at $x=L/2$, and integration from there gives

$$\sin\theta(x)=\frac{2pE}{g}\left(\frac L2-x\right).$$

At the left node, $x=0$, this is

$$\sin\theta_0=\frac{pEL}{g}.$$

The factor 2 from the pressure has cancelled the $1/2$ from half the chord. In terms of forces, the two ends supply a transverse force $2g\sin\theta_0$, which balances the total load $2pEL$.

The arc follows as a result. Along the wall $dx=\cos\theta\,ds$, so $d(\sin\theta)/dx=d\theta/ds=-2pE/g$. The curvature is constant, with radius

$$R=\frac{g}{2pE}.$$

**Q:** Stationary is not the same as stable.

**A:** The second derivative of $\sqrt{1+y'^2}$ with respect to $y'$ is $(1+y'^2)^{-3/2}>0$, and the field term is linear in $y$. The functional is therefore strictly convex for fixed ends, and this solution is its unique minimum among walls that can be written as $y(x)$.

**Q:** Now the corner. At which field does it close?

**A:** The undistorted corner is $\pi/3$. Both walls that meet there turn inward by $\theta_0$, so

$$\alpha=\frac{\pi}{3}-2\theta_0=\frac{\pi}{3}-2\arcsin\frac{pEL}{g}.$$

Setting $\alpha=0$ requires $\theta_0=\pi/6$. Since $\sin(\pi/6)=1/2$, we have $pE_cL/g=1/2$, or

$$E_c=\frac{g}{2pL}.$$

In weak field, $\arcsin z\simeq z$ gives $\alpha\simeq\pi/3-2pEL/g$, so the corner starts to close linearly in the field.

**Q:** You solved each wall alone. Could two neighbours collide before $E_c$?

**A:** No. The curve is concave, so it lies below its tangent at the node: $y\le x\tan\theta_0$. For $E\le E_c$ this slope is at most $\tan(\pi/6)$, the slope of the line that bisects the corner. The same holds at the other end. Each wall stays in its own third of the triangle, and neighbours meet at the nodes alone.

Just above $E_c$ the initial slope exceeds that of the bisector, so the independent solutions would cross near the node. The formula for $\alpha$ ends there. A single wall without neighbours could bow further, until $\sin\theta_0=1$ at $E=g/(pL)=2E_c$. The corner closes at half the field at which one pinned wall would become a semicircle.

**Q:** Is there a picture of the critical state that does not rely on the differential equation?

**A:** At $E_c$ the radius is $R=g/(2pE_c)=L$. The centre of the arc lies a distance $R\cos\theta_0=\sqrt3L/2$ below the middle of the chord. That point is the far node of the adjacent majority triangle.

The three walls of a minority domain thus have three such nodes as centres. These centres form an equilateral triangle of side $2L$, and the midpoints of its sides are the corners of the minority domain. Circles of radius $L$ around them touch at those midpoints. The minority domain is the gap between three mutually tangent circles, and tangent circles meet at zero angle.

**Q:** Then the domain has nearly vanished at that field?

**A:** It has not. The area between chord and arc is a circular sector minus a triangle, $R^2(\theta_0-\sin\theta_0\cos\theta_0)$, with $R=L/(2\sin\theta_0)$. Subtract three such segments from the triangle area $\sqrt3L^2/4$ and divide by the cell area $\sqrt3L^2/2$. The minority fraction is

$$f=\frac12-\frac{\sqrt3}{2}\,\frac{\theta_0-\sin\theta_0\cos\theta_0}{\sin^2\theta_0}.$$

At $E_c$, $\sin^2\theta_0=1/4$ and $\sin\theta_0\cos\theta_0=\sqrt3/4$, so

$$f_c=\frac12-2\sqrt3\left(\frac{\pi}{6}-\frac{\sqrt3}{4}\right)=2-\frac{\pi}{\sqrt3}\simeq0.186 .$$

The circles give the same area: a triangle $\sqrt3L^2$ minus three sixths of a disc, $\pi L^2/2$. Divided by the cell area, this is again $2-\pi/\sqrt3$.

The mean dipole density is $p(1-2f)$, which at $E_c$ equals $p(2\pi/\sqrt3-3)\simeq0.628\,p$. Closed corners do not mean complete switching.

In weak field, $\theta_0-\sin\theta_0\cos\theta_0\simeq2\theta_0^3/3$. Hence $f\simeq1/2-\theta_0/\sqrt3$, and the mean dipole density is $2p^2EL/(\sqrt3g)$. At fixed $g$ and $p$, larger domains respond more strongly.

**Q:** Give me numbers for a device.

**A:** Take $g=1$ eV/nm, $p=0.5$ pC/m and $L=500$ nm. These are round values in the rough regime of marginally twisted MoS$_2$ bilayers. In SI units $g=1.602\times10^{-10}$ J/m, so

$$E_c=\frac{1.602\times10^{-10}}{2(5\times10^{-13})(5\times10^{-7})}\ {\rm V/m}=3.20\times10^8\ {\rm V/m}.$$

This is 3.20 MV/cm, or 0.320 V/nm. At this field the middle of each wall has moved by $L(1-\cos\pi/6)=67$ nm. The formulas for $\alpha$ and $f$ give:

| $E/E_c$ | $E$ (MV/cm) | $\alpha$ (degrees) | $f$ |
|---|---:|---:|---:|
| 0.25 | 0.80 | 45.6 | 0.427 |
| 0.50 | 1.60 | 31.0 | 0.353 |
| 0.75 | 2.40 | 16.0 | 0.274 |
| 1.00 | 3.20 | 0 | 0.186 |

**Q:** Will the insulator survive 3.20 MV/cm?

**A:** That value is $D/\epsilon_0$. In a spacer of relative permittivity $\epsilon_r$ the field is $E/\epsilon_r$. With a rough $\epsilon_r=3.5$, it is $3.204/3.5=0.92$ MV/cm, well below a rough breakdown field of 10 MV/cm.

The margin depends on $L$. With $g$, $p$ and the spacer held fixed, $L=50$ nm would need ten times the field, about 9 MV/cm in the spacer. That is close to the assumed breakdown.

**Q:** I doubt the isotropic tension more than the insulator. These walls are dislocations.

**A:** That doubt matters. Across a wall, the layers slip relative to each other along a vector $\mathbf b$. In a pure twist moire the undistorted walls are parallel to $\mathbf b$, which makes them screw walls. Bowing turns them away from it.

Suppose the slip $v$ follows a straight path along $\mathbf b$. For a wall turned away from $\mathbf b$ this gives an upper bound on the tension, since a path free to bend can only lower the energy. Let $n$ be the coordinate across the wall, and $\theta$ the angle between wall and $\mathbf b$. The slip component along the wall causes shear, with modulus $\mu$. The component across it causes uniaxial strain, with modulus $\lambda+2\mu$, where $\lambda$ and $\mu$ are the two-dimensional Lamé constants. Apart from a common factor for the two layers, the elastic energy density is $\tfrac12K(dv/dn)^2$, with

$$K=\mu\cos^2\theta+(\lambda+2\mu)\sin^2\theta .$$

Add the stacking energy $V(v)$, set to zero in both domains. The minimizing profile obeys $\tfrac12K(dv/dn)^2=V$, because the difference of the two terms is constant across the wall and vanishes far from it. The wall energy is therefore

$$\int 2V\,dn=\int\sqrt{2KV}\,dv\ \propto\ \sqrt K .$$

If $g$ now denotes the screw tension and $k=(\lambda+2\mu)/\mu$, then

$$g(\theta)=g\sqrt{\cos^2\theta+k\sin^2\theta}.$$

The two-dimensional Poisson ratio is $\nu=\lambda/(\lambda+2\mu)$, so $\lambda=2\mu\nu/(1-\nu)$ and $k=2/(1-\nu)$.

**Q:** How far does this move the closing field?

**A:** Since $dx=\cos\theta\,ds$ and $dy=\sin\theta\,ds$, the line energy becomes $g\sqrt{1+ky'^2}\,dx$. The earlier integration from the midpoint to the node now gives

$$\frac{gky'(0)}{\sqrt{1+ky'(0)^2}}=pEL .$$

A closed corner still requires $y'(0)=\tan(\pi/6)=1/\sqrt3$. The left side is then $gk/\sqrt{3+k}$, and division by $pE_cL=g/2$ gives

$$\frac{E_{\rm aniso}}{E_c}=\frac{2k}{\sqrt{3+k}} .$$

For $k=1$ the ratio is 1, as it must be. A rough $\nu=0.25$ gives $k=2.667$ and a ratio of 2.24. The closing field rises to 7.2 MV/cm, or 2.05 MV/cm in the spacer. These figures keep the straight slip path. If the path may bend in a simple hexagonal stacking potential, the ratio drops by 2 to 3%, to about 2.18, and the field to about 7.0 MV/cm. For $L=50$ nm the same factor would raise the spacer field to about 20 MV/cm, above the assumed breakdown, so by this estimate the spacer would fail before the corners of such small domains closed. The factor exceeds the ratio of edge to screw tension, $\sqrt k=1.63$, because the wall resists turning as well as lengthening.

**Q:** There is an opposite danger. Two walls that come close may join before the angle reaches zero.

**A:** They may. Return to isotropic tension and let a joined wall have energy $u$ per length. Let it grow by $\delta\ell$ from a node along the bisector of the minority corner. This costs $u\,\delta\ell$ and moves the ends of two ordinary walls inward.

Those walls are in equilibrium, so tension and pressure cancel along their length. To first order there remains the work of the end tensions, each of which has a component $g\cos(\alpha/2)$ along the bisector:

$$\delta U=\left[u-2g\cos(\alpha/2)\right]\delta\ell .$$

Joining starts when the bracket becomes negative. At threshold $\alpha/2=\arccos(u/2g)$, and since $\theta_0=\pi/6-\alpha/2$,

$$E_m=\frac{g}{pL}\sin\left[\frac{\pi}{6}-\arccos\frac{u}{2g}\right].$$

This applies for $\sqrt3g<u<2g$. At the lower limit joining starts at zero field, where $\cos(\alpha/2)=\sqrt3/2$. At the upper limit $E_m=E_c$.

**Q:** If the binding is weak, surely the correction is weak too?

**A:** It is not. Choose $u=1.9g$ as an illustration, a binding of 5% relative to two separate walls. The threshold angle is $\alpha=36.4^\circ$, so $\theta_0=30^\circ-18.2^\circ=11.8^\circ$. Then $E_m/E_c=2\sin11.8^\circ=0.41$, and joining begins at 1.31 MV/cm.

The reason is that a cosine is flat near zero angle. For $u=2g(1-\varepsilon)$ with small $\varepsilon$, the threshold is $\alpha/2\simeq\sqrt{2\varepsilon}$, so a small binding produces a much larger angle.

Beyond $E_m$, a junction in force balance keeps $2g\cos(\alpha/2)=u$. Its angle stays at $36.4^\circ$ in this example and does not go to zero. The result for $E_c$ therefore requires walls that do not bind.

**Q:** And if they do not bind, but cannot cross either? What happens above $E_c$?

**A:** Treat two touching walls as a double wall with $u=2g$. Force balance then gives $\cos(\alpha/2)=1$, so the corner stays at zero angle while its tip leaves the node. The remaining domain has tips spaced $L'$, and the arc condition $pEL'/g=1/2$ gives

$$L'=\frac{g}{2pE}=L\,\frac{E_c}{E}.$$

Its shape is that of the critical state, scaled down, so $f=f_c(E_c/E)^2$. Further growth of the double walls would open the corner and make $\delta U$ positive, so the domain does not collapse in this model. The largest circle that fits inside this shape has diameter $(4/\sqrt3-2)L'\simeq0.31L'$, so the thin-wall description fails once $L'$ is down to a few wall widths.

**Q:** Real walls already have a width. Does a zero angle mean anything then?

**A:** It means the angle between thin lines continued to the node. At $E_c$, two tangent circles of radius $L$ are separated by $2(L-\sqrt{L^2-s^2})$ at distance $s$ from the node. Setting this gap equal to the wall width $w$ gives $\sqrt{L^2-s^2}=L-w/2$, and squaring gives

$$s=\sqrt{wL-w^2/4}.$$

For a rough $w=10$ nm, $s=71$ nm, or 14% of the node spacing. This $w$ is a full width that includes the tails of the slip profile. With $g=1$ eV/nm and a shear modulus of 50 to 70 N/m per layer, the range from 10% to 90% of the slip is about 4 to 6 nm wide, which would give $s$ of about 45 to 55 nm. Closer to the node the walls overlap, and their interaction decides the shape. To obtain the thin-wall angle from an image, one would fit arcs outside this region and continue them to the node. Straight lines would mislead: fitted between 71 and 150 nm from the node at $E_c$, they give about $26^\circ$ instead of zero.

**Q:** Would room temperature blur the arcs?

**A:** Not much for these parameters. For a small displacement $\eta$ about the critical arc, the energy is $\tfrac12\int g\cos^3\theta\,\eta'^2dx$, since $(1+y'^2)^{-3/2}=\cos^3\theta$. A unit force at the midpoint is shared by the two halves, so $g\cos^3\theta\,|\eta'|=1/2$. Measure $\xi=R\sin\theta$ from the midpoint. The displacement there is

$$\int_0^{L/2}\frac{d\xi}{2g\cos^3\theta}=\frac{R}{2g}\int_0^{\pi/6}\frac{d\theta}{\cos^2\theta}=\frac{L\tan(\pi/6)}{2g},$$

with $R=L$. For a quadratic energy, the thermal variance is $k_BT$ times this compliance. At 300 K the root-mean-square motion is 1.9 nm, against a bowing of 67 nm.

**Q:** The domains are also dipoles that act on one another. You left that out.

**A:** Two opposite dipole elements across a wall have an energy lower than parallel ones by $2p^2/(4\pi\epsilon_0r^3)$ per product of their areas. Summing along a straight wall uses $\int_{-\infty}^{\infty}dt\,(s^2+t^2)^{-3/2}=2/s^2$, where $s$ is now the separation across the wall. Pairs with separation between $s$ and $s+ds$ carry a weight $s\,ds$. Cutting the sum off at $w$ and $L$ gives

$$\delta g\simeq-\frac{p^2}{\pi\epsilon_0}\int_w^L\frac{ds}{s}=-\frac{p^2}{\pi\epsilon_0}\ln\frac Lw .$$

This estimate, for vacuum surroundings, is $-2.2\times10^{-4}$ eV/nm. The cutoffs are rough, but the change is only a few hundredths of a percent of the chosen tension.

**Q:** So what may I take from 3.20 MV/cm for a real bilayer?

**A:** Take it as a scale. The assumed tension and dipole density have the order of magnitude expected for MoS$_2$ bilayers, while 500 nm is a large node spacing that needs a very small and uniform twist. Real walls break the assumption of isotropic tension, which by the estimate above raises the closing field by a factor of about 2.2. Binding acts the other way: with isotropic tension and the illustrative $u=1.9g$, corners begin to join at 0.41 of $E_c$, a figure that should not be carried over to anisotropic walls. I have not combined these two effects, and their net result depends on the actual energy of the joined wall. Strain that makes the triangles unequal, or nodes that move, would also change the answer, and neither is sized here. To use $g/(2pL)$ as a design rule, one needs nearly isotropic, non-binding walls, fixed nodes in an equilateral array, and $\sqrt{w/L}\ll1$, because near each node the walls overlap over a length of about $\sqrt{wL}$.

Numerical values quoted here were computed with a short program.
